# Frank and Perfect Dislocation Loops: When Unfaulting Lowers the Energy

**Q.** After an implant is annealed, the end-of-range damage contains faulted Frank loops and perfect loops. I am told that large loops unfault because the fault costs too much. But the perfect loop has the longer Burgers vector, so its line costs more. Are you even comparing the same object?

**A.** The comparison is fair if the number of stored point defects is held fixed. Take an fcc or diamond-cubic lattice with cube edge $a$ and a circular loop of radius $R$ on the (111) plane, with unit normal $\mathbf n=[111]/\sqrt3$. The Burgers vectors are

$$\mathbf b_F=\frac a3[111],\qquad \mathbf b_P=\frac a2[110]=\frac a3[111]+\frac a6[11\bar2].$$

The added vector lies in the loop plane, since $1+1-2=0$. Both loops therefore have the same normal component $b_n=a/\sqrt3$. The number of atoms in the loop is its area times $b_n$ divided by the volume per atom, so it is the same for both at equal $R$. Any chemical potential of the point defects multiplies this number and cancels from the difference. The squared lengths are

$$b_n^2=\frac{a^2}{3},\qquad b_s^2=\frac{a^2}{36}(1+1+4)=\frac{a^2}{6},$$

and $b_n^2+b_s^2=a^2/2=|\mathbf b_P|^2$, as it must be.

**Q.** An interstitial loop holds an extrinsic fault. One Shockley partial does not remove that.

**A.** Two are needed, on neighbouring planes, and their sum is the same added vector:

$$\frac a6[2\bar1\bar1]+\frac a6[\bar12\bar1]=\frac a6[11\bar2].$$

The end states are thus unchanged. The route between them is a separate matter.

**Q.** Then I want the elastic energy. I do not accept a line energy with an unspecified logarithm, because the difference may depend on what was left unspecified.

**A.** Let the medium be infinite, linear and isotropic, with shear modulus $\mu$ and Poisson ratio $\nu$. The algebra is in atomic units. The formulas contain only energies and lengths, so they keep their form in eV and angstrom.

The loop is a displacement jump $\mathbf b$ across a patch of the plane. In Fourier space it is an imposed strain $\varepsilon^*_{ij}=\tfrac12(b_in_j+b_jn_i)$ times the transform of the patch. For a wavevector $\mathbf q=k\hat{\mathbf k}+s\mathbf n$, with $\hat{\mathbf k}$ in the plane, the medium responds with a displacement $\mathbf u$, whose strain is proportional to $q_iu_j+q_ju_i$. A free choice of $\mathbf u$ can adjust every strain component that has an index along $\mathbf q$, and no other. Minimizing the energy makes the stresses on those components vanish. What remains is the plane-stress energy of the imposed strain $e$ projected on the two directions normal to $\mathbf q$. Its density is $\tfrac12W$, with

$$W=2\mu\left[e_{ij}e_{ij}+\frac{\nu}{1-\nu}(e_{ii})^2\right].$$

**Q.** Which two directions, and what is the projected strain?

**A.** Take $\hat{\mathbf t}=\mathbf n\times\hat{\mathbf k}$ and $\hat{\mathbf p}=(k\mathbf n-s\hat{\mathbf k})/q$, where $q^2=k^2+s^2$. Both are normal to $\mathbf q$. Write $\mathbf b=b_n\mathbf n+b_L\hat{\mathbf k}+b_T\hat{\mathbf t}$. Since $\mathbf n\cdot\hat{\mathbf p}=k/q$ and $\mathbf n\cdot\hat{\mathbf t}=0$,

$$e_{pp}=\frac{k(kb_n-sb_L)}{q^2},\qquad e_{pt}=\frac{kb_T}{2q},\qquad e_{tt}=0.$$

The off-diagonal component enters $e_{ij}e_{ij}$ twice, and $1+\nu/(1-\nu)=1/(1-\nu)$. Hence

$$W=2\mu\left[\frac{k^2(kb_n-sb_L)^2}{(1-\nu)q^4}+\frac{k^2b_T^2}{2q^2}\right].$$

The jump sits on one plane, so all $s$ enter with equal weight. The integrals needed are

$$\int\frac{ds}{2\pi}\frac{k^4}{q^4}=\int\frac{ds}{2\pi}\frac{k^2s^2}{q^4}=\frac k4,\qquad \int\frac{ds}{2\pi}\frac{k^2}{q^2}=\frac k2 .$$

The product $b_nb_L$ comes with an odd power of $s$ and integrates to zero. The result is

$$\int\frac{ds}{2\pi}W=\frac{\mu k}{2}\left[\frac{b_n^2+b_L^2}{1-\nu}+b_T^2\right].$$

The vanishing cross term means that, in this isotropic model, normal opening and in-plane slip on the same plane do not interact, whatever the shapes of their patches.

**Q.** Now the circle. A sharp edge will give an infinite energy.

**A.** It would, so the edge is given a width. The slip pattern is convolved with a normalized function whose transform is $e^{-kc/2}$, namely

$$\frac{c/2}{2\pi(r^2+c^2/4)^{3/2}}.$$

The energy is quadratic in the slip and so carries $e^{-kc}$. The core width $c$ also absorbs the core energy: an extra energy per length shifts the constant beside the logarithm, as a change of $c$ does.

The transform of a uniform disc follows from $d(xJ_1)/dx=xJ_0$:

$$\int_0^R2\pi rJ_0(kr)\,dr=\frac{2\pi R}{k}J_1(kR).$$

Over all directions of $\hat{\mathbf k}$, $b_L^2$ and $b_T^2$ each average to $b_s^2/2$. Define

$$K_n=\frac1{1-\nu},\qquad K_s=\frac12\left(\frac1{1-\nu}+1\right)=\frac{2-\nu}{2(1-\nu)},$$

and $B=K_nb_n^2+K_sb_s^2$. With $d^2k=2\pi k\,dk$,

$$E_{el}=\frac12\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{\mu k}{2}B\,\frac{4\pi^2R^2J_1^2(kR)}{k^2}e^{-kc}
=\frac{\pi\mu RB}{2}I,$$

$$I=\int_0^\infty J_1^2(x)e^{-\epsilon x}dx,\qquad \epsilon=\frac cR .$$

**Q.** The whole dispute about constants is hidden in $I$. Evaluate it.

**A.** Write $J_0(|\mathbf x-\mathbf x'|)$ as the average of a plane wave over its directions, for two vectors of equal length $x$ at an angle $2\theta$. Expanding each plane wave in angular harmonics gives $J_0(2x\sin\theta)=\sum_mJ_m^2(x)e^{2im\theta}$. Projecting out $m=1$,

$$J_1^2(x)=\frac1\pi\int_0^\pi J_0(2x\sin\theta)\cos2\theta\,d\theta .$$

The same plane-wave average gives $\int_0^\infty J_0(px)e^{-\epsilon x}dx=(\epsilon^2+p^2)^{-1/2}$. With $\cos2\theta=1-2\sin^2\theta$ and the symmetry about $\pi/2$,

$$\pi I=2\int_0^{\pi/2}\frac{1-2\sin^2\theta}{\sqrt{\epsilon^2+4\sin^2\theta}}\,d\theta .$$

For $R\gg c$, the second term tends to $-2\int_0^{\pi/2}\sin\theta\,d\theta=-2$. In the first, put $\delta=\epsilon/2$ and split $1=\cos\theta+(1-\cos\theta)$:

$$\int_0^{\pi/2}\frac{d\theta}{\sqrt{\delta^2+\sin^2\theta}}\to\operatorname{arsinh}\frac1\delta+\int_0^{\pi/2}\tan\frac\theta2\,d\theta\to\ln\frac2\delta+\ln2=\ln\frac{8R}{c}.$$

Therefore, to leading order in $c/R$,

$$E_{el}=\frac{\mu R}{2}\left(K_nb_n^2+K_sb_s^2\right)\left[\ln\frac{8R}{c}-2\right].$$

Direct numerical summation of $I$ shows how good this is: the bracket is off by about 0.008 at $R/c=10$ and by $5\times10^{-5}$ at $R/c=160$.

**Q.** Is that still a line energy?

**A.** Yes. For a straight line the slip is a step, with transform $\mathbf b/k$ up to a phase, and the same kernel gives an energy per length

$$\frac{\mu}{4\pi}\left[\frac{b_{edge}^2}{1-\nu}+b_{screw}^2\right]\int\frac{dk}{k}.$$

Round the circle the normal part is edge everywhere, while the in-plane part is on average half edge and half screw. Multiplying the average by $2\pi R$ gives the prefactor $\mu RB/2$. The size of the loop sets the large length in the logarithm. The constant $-2$ belongs to the circle together with the chosen core function: another function spread in the loop plane would change it equally for the normal and the in-plane part, which amounts to a different value of $c$. A core spread out of the plane as well shifts the two parts differently. With $e^{-qc}$ in place of $e^{-kc}$ in the energy, the constant becomes $-2.19$ for the normal part and $-2.98$ for the in-plane part, so the Frank and the perfect loop then have different effective widths. Equal $c$ below means equal width of the planar core function.

**Q.** Add the fault, then. Where does the balance lie?

**A.** Let the fault cost $\gamma$ per area. Suppose for now that both loops have the same $c$. Then

$$E_F=\frac{\mu R}{2}K_nb_n^2\left[\ln\frac{8R}{c}-2\right]+\pi R^2\gamma,$$

while $E_P$ contains both Burgers components and no fault. The normal parts cancel in the difference:

$$E_P-E_F=\frac{\mu R}{2}K_sb_s^2\left[\ln\frac{8R}{c}-2\right]-\pi R^2\gamma .$$

The extra line energy grows as $R\ln R$ and the fault energy as $R^2$, so the fault dominates for large loops. Setting the difference to zero and dividing by $\pi R\gamma$ gives

$$R_c=L\left[\ln\frac{8R_c}{c}-2\right],\qquad L=\frac{\mu K_sb_s^2}{2\pi\gamma}=\frac{\mu a^2(2-\nu)}{24\pi(1-\nu)\gamma}.$$

**Q.** The unknown is still on both sides.

**A.** Put $x=R_c/L$. Then $e^x=8Lx/(e^2c)$, or

$$(-x)e^{-x}=-\frac{e^2c}{8L}.$$

The Lambert function $W$ is defined by $We^W=z$, so $x=-W(-e^2c/8L)$. If $L/c$ is large enough, there are two real roots, one on each side of $x=1$. The outer one belongs to the branch $W_{-1}$:

$$R_c=-L\,W_{-1}\!\left(-\frac{e^2c}{8L}\right).$$

Between the roots the Frank loop is lower, and above the outer root the perfect loop is lower. The inner root lies at core size, where the large-loop formula does not apply, and it has no physical meaning.

**Q.** Must there be a crossing at all?

**A.** No. The function $\ln(8Lx/e^2c)-x$ is largest at $x=1$, where it equals $\ln(8L/e^2c)-1$. This is positive if

$$L>\frac{e^3c}{8},\qquad\text{that is}\qquad \gamma<\frac{4\mu K_sb_s^2}{\pi e^3c}.$$

For a larger fault energy the formula favours the perfect loop at every radius. The two roots merge at $R=L=e^3c/8$, about $2.5c$, so this limit is an estimate of scale.

**Q.** Put in numbers. Which crystal?

**A.** A model diamond-cubic crystal with round parameters: $a=5.5$ Å, $\mu=0.40$ eV/Å$^3$, $\nu=0.25$, $\gamma=0.004$ eV/Å$^2$ and $c=3$ Å. They give $b_n^2=10.083$ Å$^2$, $b_s^2=5.042$ Å$^2$, $K_n=1.333$ and $K_s=1.167$. Then

$$L=\frac{0.40\times1.167\times5.042}{2\pi\times0.004}\ \text{Å}=93.6\ \text{Å}.$$

The Lambert function gives $x=5.161$, so

$$R_c=93.6\times5.161\ \text{Å}\approx483\ \text{Å}\quad(913\ \text{bohr}).$$

The inner root is at 2.9 Å, less than one core width. A diamond-cubic crystal has a volume $a^3/8$ per atom, so the loop at $R_c$ holds $8\pi R_c^2b_n/a^3\approx1.12\times10^5$ atoms.

The energies in eV are:

| $R$ (Å) | Frank, elastic | Fault | Perfect | $E_P-E_F$ |
|---|---:|---:|---:|---:|
| 200 | 2301 | 503 | 3308 | 504 |
| 483 | 6705 | 2934 | 9639 | 0 |
| 1000 | 15834 | 12566 | 22761 | −5639 |

At the crossing either loop has 9639 eV, or 354 hartree. The fault is less than a third of the Frank loop's energy there. It does not have to outweigh the whole line energy, but only the part that the in-plane Burgers component adds. With the planar core used here, that part is a fixed fraction of the Frank loop's elastic energy,

$$\frac{K_sb_s^2}{K_nb_n^2}=\frac{2-\nu}{4},$$

which is 0.4375 here, and $0.4375\times6705$ eV is the 2934 eV of the fault.

**Q.** Fault energies are hard to know well. How much does $R_c$ move?

**A.** Differentiate $x=\ln(8Lx/c)-2$: $dx=d\ln L+dx/x$, so $dx=x\,d\ln L/(x-1)$. Since $\ln R_c=\ln L+\ln x$ and $L\propto1/\gamma$,

$$\frac{d\ln R_c}{d\ln\gamma}=-\left(1+\frac1{x-1}\right)=-\frac{x}{x-1}.$$

This is $-1.24$ here: a fault energy higher by one per cent lowers $R_c$ by about 1.24 per cent. The response is stronger than $1/\gamma$ because a smaller loop also has a smaller logarithm. For $\gamma=0.002$ and $0.008$ eV/Å$^2$ the crossing lies at about 1120 and 200 Å.

The limit above which no crossing exists is 0.0497 eV/Å$^2$ from the large-loop formula. With $I$ summed numerically and the limit found by a maximum search over $R$, it is 0.0555 eV/Å$^2$. The gap between the two reflects the small radius at which the roots merge. Both lie far above the fault energy of the example.

**Q.** You gave both loops the same core. They are different dislocations.

**A.** The formula does assume equal cores, but the assumption can be relaxed. With widths $c_F$ and $c_P$, the normal parts no longer cancel. They leave

$$\frac{\mu R}{2}K_nb_n^2\left[\ln\frac{8R}{c_P}-\ln\frac{8R}{c_F}\right]=\frac{\mu R}{2}K_nb_n^2\ln\frac{c_F}{c_P}.$$

Dividing by $\pi R\gamma$ as before, and using $K_nb_n^2/(K_sb_s^2)=4/(2-\nu)$,

$$R_c=L\left[\ln\frac{8R_c}{c_P}-2+\frac{4}{2-\nu}\ln\frac{c_F}{c_P}\right].$$

A wider Frank core lowers the energy of the Frank loop and delays unfaulting. With $c_P=3$ Å, the ratio $c_F/c_P=1.1$ gives 508 Å and 0.9 gives 455 Å. A ten per cent difference in core width thus moves the crossing by five to six per cent. An atomistic calculation of both cores would be needed to fix this correction for a real crystal.

**Q.** Why should the perfect loop stay on {111}? It can glide.

**A.** It need not stay. Its Burgers vector has an in-plane part, and it can turn on its glide prism towards (110), where $\mathbf b_P$ is normal to the loop. Pure glide would turn the circle into an ellipse. Let atoms also move along the line until the loop is circular again, with their number fixed. If its radius is $R'$,

$$\pi R'^2\frac a{\sqrt2}=\pi R^2\frac a{\sqrt3}\quad\Rightarrow\quad R'=\left(\frac23\right)^{1/4}R .$$

The loop is now pure edge, with squared normal component $a^2/2$. If its core width is again $c$,

$$E_{110}=\frac{\mu R'}{2}K_n\frac{a^2}{2}\left[\ln\frac{8R'}{c}-2\right].$$

For a Frank loop of 483 Å this gives 8910 eV, against 9639 eV for the perfect loop held on {111}. Setting $E_{110}=E_F$ and solving by root search puts the crossing at a Frank radius of 335 Å.

The critical radius therefore depends on which final state is meant. Between 335 and 483 Å, removing the fault raises the energy if the loop stays on its plane, but lowers it if the loop can then rotate and become round. I have not shown that the circular (110) loop is the best shape, so a still smaller crossing radius is possible. The width of this window also depends on the core function. With the core spread in three dimensions, $e^{-qc}$, a width of 2.47 Å keeps the Frank energy at 483 Å unchanged and gives crossings at 335 and 391 Å, while a width of 1.13 Å keeps the crossing at 483 Å and moves the other to 410 Å.

**Q.** Suppose a Frank loop has grown past 483 Å. Does it unfault?

**A.** The energy balance does not say so. The fault must be swept away by a Shockley partial, which has to start somewhere. Let the slipped patch be a circle of radius $r<R$, concentric with the Frank loop. Slip and normal opening do not interact, so the energy change is the function already found, with $r$ in place of $R$:

$$\Delta E(r)=\pi\gamma\left\{Lr\left[\ln\frac{8r}{c}-2\right]-r^2\right\}.$$

It is stationary where

$$L\left[\ln\frac{8r}{c}-1\right]=2r .$$

With $y=2r/L$ this becomes $ye^{-y}=ec/(4L)$. The outer root is the maximum:

$$r_*=-\frac L2W_{-1}\!\left(-\frac{ec}{4L}\right).$$

At that radius the bracket in $\Delta E$ equals $2r_*/L-1$, so

$$\Delta E(r_*)=\pi\gamma\left(2r_*^2-Lr_*-r_*^2\right)=\pi\gamma\,r_*(r_*-L).$$

In the example $r_*=259$ Å, and the height is $\pi\times0.004\times259\times(259-94)$ eV, about 540 eV. This gives the Shockley line the same core width of 3 Å. The height depends on that choice, but even a width of 10 Å leaves about 220 eV.

**Q.** That is absurdly large for a thermal process.

**A.** It is. At annealing temperatures the thermal energy is roughly a tenth of an eV, so thermal nucleation by this route is ruled out in the model. A Frank loop can remain faulted far above $R_c$.

The figure belongs to one path. A non-circular patch could cost somewhat less. For an extrinsic fault the path also assumes that the two partials move together. Moving the circular patch off centre, still inside the loop, does not change its elastic energy in this model, because the cross term vanishes for any position. Where the partial meets the Frank line, however, the two cores merge, and the model does not describe that. An applied stress, or the stress of a neighbouring dislocation, would do work on the slip and add a term that is absent here.

**Q.** So what may I conclude from an observed loop of a given size?

**A.** If it is faulted and smaller than the relevant crossing radius, its state agrees with the energy balance. If it is faulted and larger, it is metastable in this model, and the barrier can account for its survival. If it is perfect and smaller, the balance at its present size does not explain it. It may have formed as a perfect loop, or have unfaulted when larger and then shrunk; the energies alone cannot tell these apart. The crossing radii are radii of the Frank loop, so a perfect loop of observed radius $R'$ that has become round on (110) must first be converted to the Frank radius with the same number of atoms, $R=(3/2)^{1/4}R'$.

The balance compares total energies at a fixed number of atoms $N$. When loops exchange atoms during the anneal, which of two loops grows at the expense of the other is set by $dE/dN$. For loops with equal $N$ the two values are equal where $E_P-E_F$ is largest, which is $r_*=259$ Å for the perfect loop on {111} and a Frank radius of 183 Å for the round (110) loop. Between these radii and the crossing radii a Frank loop has the lower total energy, yet it loses atoms to a perfect loop of the same size.

Three further conditions apply to end-of-range layers. A free surface or a neighbouring loop at a distance comparable with $R$ changes the elastic energy. Elastic anisotropy changes the prefactors and can couple slip to normal opening. At the annealing temperature $\mu$, $\gamma$ and the core terms should be free-energy quantities, and $R_c$ then shifts with temperature through $L$ and $c$.
